\section*{Blind-Sphere Radii for Proton and Carbon-13 Detection near a Paramagnetic Ion}

\section{A moment that stays along the field}

Let a paramagnetic ion carry a magnetic moment of fixed size $m$ that always points along the applied field $B_0$, the $z$ direction. A nucleus sits at fixed distance $r$ from it, and the vector from ion to nucleus tumbles with the molecule. With $C=\mu_0/4\pi$ and $\theta$ the angle between this vector and $z$, the dipole field along $z$ at the nucleus is
\begin{equation}
b_z=\frac{Cm}{r^3}\,(3\cos^2\theta-1).
\end{equation}
Its mean over orientations is zero. Since $\langle\cos^2\theta\rangle=1/3$ and $\langle\cos^4\theta\rangle=1/5$,
\begin{equation}
\langle(3\cos^2\theta-1)^2\rangle=\frac95-\frac63+1=\frac45 .
\end{equation}

The nuclear precession picks up a random phase $\phi(t)=\gamma\int_0^t b_z\,dt'$, where $\gamma$ is the nuclear gyromagnetic ratio. Let the correlation of $b_z$ decay as $e^{-s/\tau}$. For $t\gg\tau$ each of the two time orderings contributes $\gamma^2\langle b_z^2\rangle\tau t$, so $\langle\phi^2\rangle=2\gamma^2\langle b_z^2\rangle\tau t$. The phase is a sum of many small independent pieces, hence Gaussian, and the signal decays as $\langle e^{-i\phi}\rangle=e^{-\langle\phi^2\rangle/2}=e^{-Rt}$ with
\begin{equation}
R=\gamma^2\langle b_z^2\rangle\tau=\frac45\,\frac{C^2\gamma^2m^2\tau}{r^6}.
\label{simple}
\end{equation}
The field falls as $r^{-3}$ and the rate is quadratic in it, which gives $r^{-6}$. The rate is also quadratic in $\gamma$.

A decay $e^{-Rt}$ gives a Lorentzian $R/(R^2+\delta^2)$ in the angular offset $\delta$. It is at half height for $\delta=\pm R$, so the full width is $2R$ in rad/s, or $R/\pi$ in Hz. At fixed area the height is inversely proportional to the width, and a sufficiently broadened line sinks into the noise. Call a nucleus lost when its extra width exceeds a chosen $\Delta\nu$. Setting $R/\pi=\Delta\nu$ gives the blind radius
\begin{equation}
r_b=\left(\frac{4C^2\gamma^2m^2\tau}{5\pi\,\Delta\nu}\right)^{1/6}\propto\gamma^{1/3}.
\end{equation}
For the same $\Delta\nu$, observing $^{13}$C instead of $^1$H multiplies the radius by $k^{1/3}$, where $k=\gamma_{\rm C}/\gamma_{\rm H}\approx0.25$; the numbers below adopt $k=0.2515$, which follows from the $^{13}$C moment entered as input in the program. The factor is $0.631$, and the blind volume is multiplied by $k$ itself.

This case leaves out the transverse local fields and the motion of the electron spin. The transverse fields make the rate depend on the nuclear frequency, which differs between the two nuclei and corrects the cube-root law; the motion of the electron spin changes the correlation time and brings in the electron frequency.

\section{The rate for a fluctuating electron spin}

\subsection{Nuclear decay in a weak random field}

The Bloch equation is $\dot{\mathbf M}=\gamma\mathbf M\times\mathbf B$ with $\mathbf B=B_0\hat z+\mathbf b(t)$. Define $M_\pm=M_x\pm iM_y$, $b_\pm=b_x\pm ib_y$, $\omega_I=\gamma B_0$, and remove the steady precession by $M_+=\mathcal M e^{-i\omega_It}$. Then
\begin{align}
\dot{\mathcal M}&=-i\gamma b_z\mathcal M+i\gamma b_+e^{i\omega_It}M_z,\\
\dot M_z&=\frac{\gamma}{2i}\left(\mathcal M^*b_+e^{i\omega_It}-\mathcal M b_-e^{-i\omega_It}\right).
\end{align}
Integrate each equation once over the past, insert the result into the first equation, and average. For weak fields $\mathcal M$ hardly changes within a correlation time and may be taken out of the integral. Symmetry under rotation about the field axis, which holds after averaging over both the orientation and the electron spin, removes the averages $\langle b_zb_+\rangle$ and $\langle b_+b_+\rangle$. What remains is
\begin{equation}
\dot{\mathcal M}=-\gamma^2\mathcal M\int_0^\infty\!ds\left[\langle b_z(t)b_z(t-s)\rangle+\tfrac12\langle b_+(t)b_-(t-s)\rangle e^{i\omega_Is}\right].
\label{second}
\end{equation}
The real part of the coefficient is the transverse rate $R_2$. The first term is the spread of precession frequencies found above. The second comes from transverse fields, which act through the part of their fluctuations at the nuclear frequency.

\subsection{The dipole field and its averages}

The electron moment is $\boldsymbol\mu=-g\mu_B\mathbf S$, with $\mathbf S$ in units of $\hbar$ and an isotropic $g$. Its point-dipole field at the nucleus, in direction $\mathbf n$ from the ion, is
\begin{equation}
b_a=-\frac{Cg\mu_B}{r^3}\sum_bD_{ab}S_b,\qquad D_{ab}=3n_an_b-\delta_{ab}.
\end{equation}
From $\langle n_z^4\rangle=1/5$ and $\langle n_z^2n_x^2\rangle=1/15$ one finds $\langle D_{aa}^2\rangle=4/5$ and, for $a\neq b$, $\langle D_{ab}^2\rangle=9/15=3/5$.

At high temperature $\langle S_a^2\rangle=S(S+1)/3$. Tumbling decorrelates $D_{ab}$ with time $\tau_r$, and the electron spin relaxes with a single time $T_e$. The two processes are taken as independent, so their decays multiply:
\begin{equation}
\frac1{\tau_c}=\frac1{\tau_r}+\frac1{T_e}.
\end{equation}
The component $S_z$ does not precess, whereas $S_x$ and $S_y$ precess at $\omega_S=g\mu_BB_0/\hbar$. With
\begin{equation}
f(\omega)=\int_0^\infty\cos(\omega s)\,e^{-s/\tau_c}ds=\frac{\tau_c}{1+\omega^2\tau_c^2},
\end{equation}
the contributions to $R_2$, in units of $C^2\gamma^2g^2\mu_B^2S(S+1)/(3r^6)$, are as follows.
\begin{itemize}
\item $b_z$ from $S_z$: $\frac45\tau_c$.
\item $b_z$ from $S_x$ and $S_y$: $2\cdot\frac35f(\omega_S)=\frac65f(\omega_S)$.
\item $b_x,b_y$ from $S_z$: $\frac12\cdot2\cdot\frac35f(\omega_I)=\frac35f(\omega_I)$.
\item $b_x,b_y$ from $S_x$ and $S_y$: $\frac12\cdot2\left(\frac45+\frac35\right)f(\omega_S)=\frac75f(\omega_S)$.
\end{itemize}
In the last line the frequencies are really $\omega_S\pm\omega_I$; they are replaced by $\omega_S$ because $\omega_S\gg\omega_I$. The sum is $\frac15[4\tau_c+3f(\omega_I)+13f(\omega_S)]$, and therefore
\begin{equation}
R_2^{\rm spin}=\frac{C^2\gamma^2g^2\mu_B^2S(S+1)}{15\,r^6}\left[4\tau_c+\frac{3\tau_c}{1+\omega_I^2\tau_c^2}+\frac{13\tau_c}{1+\omega_S^2\tau_c^2}\right].
\label{solomon}
\end{equation}
This is the Solomon formula for transverse relaxation. The derivation treated the spin components as classical random quantities. A test with the full spin matrices, using the second-order double commutator for $S=1/2$ and $S=5/2$, agrees with it within the test tolerance of $0.3\%$. That calculation keeps the frequencies $\omega_S\pm\omega_I$; at $14$\,T, replacing them by $\omega_S$ changes the rate by less than $0.05\%$.

\subsection{The part that electron relaxation cannot remove}

In thermal equilibrium $S_z$ has a small mean. To first order in the field the level with quantum number $M$ has population $(1-g\mu_BB_0M/k_BT)/(2S+1)$. The mean of $M^2$ over the levels is $S(S+1)/3$, so the mean moment is
\begin{equation}
m=-g\mu_B\langle S_z\rangle=\frac{g^2\mu_B^2S(S+1)B_0}{3k_BT}.
\end{equation}
It points along the field, as in the opening case, and its dipole field fluctuates through tumbling alone, with time $\tau_r$. Keeping the transverse fields as well, equation (\ref{second}) gives
\begin{equation}
R_2^{\rm Curie}=\frac{C^2\gamma^2m^2}{5r^6}\left[4\tau_r+\frac{3\tau_r}{1+\omega_I^2\tau_r^2}\right].
\label{curie}
\end{equation}
The first term is equation (\ref{simple}). The formula was tested against the decay eigenvalue of the Bloch equation coupled to rotational diffusion. Strictly, the fluctuating part should carry the variance $\langle S_z^2\rangle-\langle S_z\rangle^2$ in place of $S(S+1)/3$; this is neglected here and its size is given below.

\section{Leading order and first correction}

Both mechanisms have the form $\gamma^2/r^6$ times a function of frequency. Write the total as $R_2=\gamma^2F(\omega_I)/r^6$. The blind radius and the ratio for equal $\Delta\nu$ are
\begin{equation}
r_b=\left[\frac{\gamma^2F(\omega_I)}{\pi\Delta\nu}\right]^{1/6},\qquad
\frac{r_{\rm C}}{r_{\rm H}}=k^{1/3}\left(\frac{F_{\rm C}}{F_{\rm H}}\right)^{1/6}.
\label{ratio}
\end{equation}
The cube-root law is the leading term wherever $F_{\rm C}/F_{\rm H}\to1$. That happens at both ends of the range of correlation times. For one mechanism with time $\tau$ and $\omega_S\tau\gg1$, the frequency dependence is carried by
\begin{equation}
q(u)=4+\frac{3}{1+u}=\frac{7+4u}{1+u},
\end{equation}
with $u=(\omega_{\rm H}\tau)^2$ for the proton and $k^2u=(\omega_{\rm C}\tau)^2$ for carbon.

\paragraph{Slow motion, $\omega_{\rm C}\tau\gg1$.} Here $q(u)\simeq4[1+3/(4u)]$. The small $\omega_S$ term is common to both nuclei and cancels from the ratio at this order. Hence
\begin{equation}
\frac{F_{\rm C}}{F_{\rm H}}\simeq1+\frac34\left(\frac1{k^2u}-\frac1u\right),
\end{equation}
and the sixth root divides the correction by six:
\begin{equation}
\frac{r_{\rm C}}{r_{\rm H}}\simeq k^{1/3}\left[1+\frac18\left(\frac1{\omega_{\rm C}^2\tau^2}-\frac1{\omega_{\rm H}^2\tau^2}\right)\right].
\label{slow}
\end{equation}

\paragraph{Fast motion, $\omega_{\rm H}\tau\ll1$ with $\omega_S\tau\gg1$.} Now $q(u)\simeq7-3u$, so $F_{\rm C}/F_{\rm H}\simeq1+\frac37(1-k^2)u$ and
\begin{equation}
\frac{r_{\rm C}}{r_{\rm H}}\simeq k^{1/3}\left[1+\frac{1-k^2}{14}\,\omega_{\rm H}^2\tau^2\right].
\end{equation}

Both corrections are positive. Carbon has the lower frequency, so it feels more of the transverse fluctuation, and its sphere shrinks a little less than the cube root says. Radii found by root search with the double-commutator rate give a ratio of $0.6312$ at $\tau=1\,\mu$s and at $\tau=5$\,ps, equal to $k^{1/3}$ to the digits shown.

\section{How large the correction can become}

Between the two limits neither expansion holds, but the maximum of $Q(u)=q(k^2u)/q(u)$ can be found in closed form. First,
\begin{equation}
\frac{d\ln q}{du}=\frac4{7+4u}-\frac1{1+u}=\frac{-3}{(7+4u)(1+u)}.
\end{equation}
Setting $d\ln Q/du=0$ gives
\begin{equation}
\frac{k^2}{(7+4k^2u)(1+k^2u)}=\frac1{(7+4u)(1+u)}.
\end{equation}
Cross-multiplication yields
\begin{equation}
k^2(7+11u+4u^2)=7+11k^2u+4k^4u^2 .
\end{equation}
The terms linear in $u$ cancel, leaving $4k^2u^2(1-k^2)=7(1-k^2)$. With $a=\sqrt7/2$ the positive solution is $u=a/k$. Since $Q=1$ at $u=0$ and for $u\to\infty$, and $Q>1$ between, this is the maximum. Writing $7=4a^2$,
\begin{align}
q(ka)&=\frac{4a^2+4ka}{1+ka}=\frac{4a(a+k)}{1+ak},\\
q(a/k)&=\frac{4a^2+4a/k}{1+a/k}=\frac{4a(1+ak)}{a+k},
\end{align}
so that $Q_{\max}=[(a+k)/(1+ak)]^2$. Its sixth root enters the radius:
\begin{equation}
k^{1/3}\le\frac{r_{\rm C}}{r_{\rm H}}\le\left[\frac{k(a+k)}{1+ak}\right]^{1/3}.
\label{bound}
\end{equation}

The bound survives two complications. With $\omega_S\pm\omega_I$ replaced by $\omega_S$, as in (\ref{solomon}), the $\omega_S$ term adds the same positive amount to numerator and denominator, which moves a ratio above one towards one. If both mechanisms act, $F_{\rm C}/F_{\rm H}$ is the average of their separate ratios, weighted by their shares of $F_{\rm H}$, and an average cannot exceed the largest member.

For $k=0.2515$ the limits are $0.631$ and $0.667$. Within this model, then, the cube-root law underestimates the carbon radius by a factor of at most $1.057$. The largest deviation occurs at $\omega_{\rm H}\tau=2.29$. A scan over correlation times confirms its size and position.

\section{An estimate in numbers}

Take round model parameters: $S=5/2$, $g=2$, $B_0=14$\,T, $T=300$\,K, $\tau_r=10$\,ns, $T_e=2.5$\,ns and $\Delta\nu=50$\,Hz. Then $1/\tau_c=(0.1+0.4)\,{\rm ns}^{-1}$, so $\tau_c=2$\,ns. The frequency products are $\omega_{\rm H}\tau_c=7.49$, $\omega_{\rm C}\tau_c=1.88$ and $\omega_S\tau_c\approx4900$.

For the proton the square bracket in (\ref{solomon}) is $4.053\,\tau_c$. With $C=10^{-7}$ and $\mu_B=9.274\times10^{-24}$ in SI units, and $\gamma_{\rm H}=2.675\times10^8$\,rad\,s$^{-1}$\,T$^{-1}$,
\begin{align}
r^6R_2^{\rm spin}&=(10^{-7}\cdot2.675\times10^8\cdot2\cdot9.274\times10^{-24})^2\nonumber\\
&\quad\times\frac{8.75}{15}\cdot4.053\cdot2\times10^{-9}
\approx1.16\times10^{-51}\ {\rm m^6\,s^{-1}}.
\end{align}
The mean moment is $m=0.366\,\mu_B$. Dividing (\ref{curie}) by (\ref{solomon}) gives the relative size of the Curie part,
\begin{equation}
\frac{3(m/g\mu_B)^2}{S(S+1)}\cdot\frac{4.00\,\tau_r}{4.053\,\tau_c}\approx0.0115\times4.93\approx0.057 .
\end{equation}
The sum is $1.23\times10^{-51}$\,m$^6$\,s$^{-1}$. Dividing by $\pi\Delta\nu=157$\,s$^{-1}$ and taking the sixth root,
\begin{equation}
r_{\rm H}=(7.83\times10^{-54}\,{\rm m^6})^{1/6}\approx14.1\ \text{\AA}=1.41\ {\rm nm}.
\end{equation}
At this edge the fluctuating spin supplies $47.3$\,Hz and the Curie part $2.7$\,Hz.

For carbon the bracket rises to $4.659\,\tau_c$. The fluctuating part alone would correct the cube-root law by $(4.659/4.053)^{1/6}\approx1.023$. The Curie part has the longer time $\tau_r$, lies closer to the slow limit, and lowers the correction slightly. The full result is
\begin{equation}
\frac{r_{\rm C}}{r_{\rm H}}=0.645,\qquad r_{\rm C}\approx9.1\ \text{\AA}=0.91\ {\rm nm}.
\end{equation}
A root search on the independently computed rates reproduces both radii.

The first-order formula (\ref{slow}), applied to the fluctuating part, predicts a correction of
\begin{equation}
\frac18\left(\frac1{1.884^2}-\frac1{7.491^2}\right)\approx\frac{0.282-0.018}{8}\approx0.033,
\end{equation}
against $0.023$ without expansion. It has the right sign and order of magnitude but is too large, because $1/(\omega_{\rm C}\tau_c)^2=0.28$ is not very small. Replacing $1/(1+k^2u)$ by $1/(k^2u)$ overestimates the transverse term, and linearizing the sixth root adds to the excess.

The volume ratio is $0.645^3\approx0.27$, near the leading value $k\approx0.25$. About $73\%$ of the volume hidden from proton detection is therefore open to carbon detection by this criterion. At the proton edge a carbon line gains $3.6$\,Hz; at the carbon edge a proton line gains about $690$\,Hz.

\section{What the estimate tolerates, and where it fails}

\paragraph{The threshold.} Multiplying $\Delta\nu$ by $p$ multiplies $r_b$ by $p^{-1/6}$. Doubling the allowed width reduces the radius by $11\%$ and the blind volume by $29\%$. The same sixth root softens errors in $\tau_c$ and $S(S+1)$, which is why a rough estimate of the radius is useful. The edge is steep but not sharp: the extra proton width is $191$\,Hz at $0.8\,r_{\rm H}$ and $13$\,Hz at $1.25\,r_{\rm H}$.

\paragraph{Hertz or parts per million.} The cube root belongs to an equal allowed width in Hz. If resolution matters and the allowed width is equal in ppm, then $\Delta\nu\propto\gamma$. One power of $\gamma$ cancels in (\ref{ratio}), and the leading ratio becomes $(k^2/k)^{1/6}=k^{1/6}\approx0.79$. In the example carbon is then allowed $12.6$\,Hz, its blind radius is $11.4$\,\AA, and the ratio is $0.81$. The gain from carbon is smaller by this stricter criterion.

\paragraph{Weak fields.} Equation (\ref{second}) requires $\omega_{\rm loc}\tau\ll1$, where $\omega_{\rm loc}$ is the rms frequency shift due to the local field. At the blind edge $\omega_{\rm loc}^2\tau\sim\pi\Delta\nu$, so $\omega_{\rm loc}\tau\sim\sqrt{\pi\Delta\nu\,\tau}$. In the example this product is about $5\times10^{-4}$ for either nucleus. The condition would fail at the edge for $\tau$ approaching $1/(\pi\Delta\nu)\approx6$\,ms. In a rigid solid this affects the Curie part, whose correlation time is $\tau_r$; the fluctuating part keeps $\tau_c\le T_e$.

\paragraph{The mean spin.} The squared mean of $S_z$, neglected in the fluctuating part, is $1.1\%$ of its mean square. At the same order in the field the mean square itself rises by $0.4\%$ above $S(S+1)/3$, so the variance lies $0.7\%$ below the value used. After the sixth root this lowers the radius by about $0.1\%$, well below the uncertainty of the model.

\paragraph{Other routes for relaxation.} The electron has been treated as a point dipole at the ion. Unpaired spin density on the ligand adds contact relaxation and dipolar fields from nearby centres. These depend on bonding rather than on $r^{-6}$ from the ion, and they can differ between a carbon and its attached proton. For bonded ligands the carbon radius may therefore be underestimated. Anisotropic $g$, internal motion that changes $r$, and chemical exchange also lie outside the formula. So does zero-field splitting for $S>1/2$: the formula needs it small against the electron Zeeman energy, $13$\,cm$^{-1}$ at $14$\,T. For $S=5/2$ with $T_e\ll\tau_r$, an axial splitting $DS_{z'}^2$ enlarges the zero-frequency term along its axis enough to lengthen the radius there by about $0.2\%$ for $D=1$\,cm$^{-1}$, $5\%$ for $5$\,cm$^{-1}$ and $9\%$ for $10$\,cm$^{-1}$, while the radius across the axis shrinks slightly. The blind region is then no longer a sphere.

\paragraph{The path of the signal.} The carbon radius applies to magnetization that starts on carbon and is detected on carbon. If it passes as transverse magnetization through a proton inside the proton blind sphere, it decays there at the proton's $R_2$, and the advantage is reduced or lost. Both starting and detecting on carbon avoids this loss, but the smaller $\gamma$ also gives a weaker signal, which the width criterion does not count.

The remaining values for this example are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Electron spin S = 2.5, g = 2.0
Field B0 = 14.0 T
Temperature = 300 K
Tumbling time tau_r = 10.0 ns
Electron relaxation time T_e = 2.5 ns
Combined correlation time tau_c = 2.00 ns
Allowed extra full width = 50 Hz
13C moment (input) = 0.7024 nuclear magnetons
gamma 1H = 2.6752e+08 rad/s/T
gamma 13C = 6.7282e+07 rad/s/T
gamma ratio k = 0.2515
omega_H tau_c = 7.491
omega_C tau_c = 1.884
omega_S tau_c = 4925
Bracket/tau_c for 1H = 4.053
Bracket/tau_c for 13C = 4.659
Mean moment, Curie law = 0.3657 Bohr magnetons
Mean moment, Boltzmann sum = 0.3648 Bohr magnetons
Squared mean / mean square of S_z = 0.0115
1H blind radius, formula = 14.09 angstrom
1H blind radius, root search = 14.09 angstrom
13C blind radius, formula = 9.09 angstrom
13C blind radius, root search = 9.09 angstrom
1H blind radius = 1.409 nm
13C blind radius = 0.909 nm
1H fluctuating-spin width at its edge = 47.32 Hz
1H Curie width at its edge = 2.68 Hz
13C fluctuating-spin width at its edge = 47.64 Hz
13C Curie width at its edge = 2.36 Hz
Ideal radius ratio k^(1/3) = 0.6312
Slow-limit ratio (tau 1 us), root search = 0.6312
Fast-limit ratio (tau 5 ps), root search = 0.6312
Actual radius ratio = 0.6454
Upper bound of radius ratio = 0.6673
Bound / ideal ratio = 1.0571
omega_H tau at the bound = 2.294
Actual volume ratio = 0.2688
Share of 1H-blind volume seen by 13C = 73.1 %
13C extra width at the 1H edge = 3.61 Hz
1H extra width at the 13C edge = 692 Hz
1H extra width at 0.80 r_H = 190.7 Hz
1H extra width at 1.25 r_H = 13.1 Hz
Radius factor for doubled allowed width = 0.8909
Equal-ppm 13C allowed width = 12.57 Hz
Equal-ppm 13C blind radius = 11.45 angstrom
Equal-ppm radius ratio = 0.8123
Equal-ppm ideal ratio k^(1/6) = 0.7945
Weak-field product, 1H at its edge = 5.4e-04
Weak-field product, 13C at its edge = 5.1e-04
\end{verbatim}
